# The Double Group of C2v Constructed from SU(2) Matrices: a numerical check

```python
# Result under test: the SU(2) lift of C2v has 8 elements, 5 classes and
# exactly one irrep with D(-1) = -1. That irrep, E1/2, has dimension 2, and
# every spinor function decomposes into copies of it.
# Symbols: M = 3x3 spatial matrix, U = 2x2 spin matrix, C2 = half-turn about z,
# Mxz and Myz = mirrors in those planes, "-" before a name = lift times -1.
# The model has s, px, py, pz orbitals with spin; energies are in hartree (Eh).
import numpy as np
from scipy.linalg import expm, null_space, block_diag
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
one2 = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
pauli = [sx, sy, sz]

# --- lifts: solve U s_j = (sum_k R_kj s_k) U and compare with closed forms
names = ["E", "C2", "Mxz", "Myz"]
spatial = [np.diag(d).astype(float) for d in
           ([1, 1, 1], [-1, -1, 1], [1, -1, 1], [-1, 1, 1])]
closed_form = [one2, -1j * sz, -1j * sy, -1j * sx]
labels, cart, spin = [], [], []
for name, M, F in zip(names, spatial, closed_form):
    R = np.linalg.det(M) * M
    equations = np.vstack([
        np.kron(one2, pauli[j].T)
        - np.kron(sum(R[k, j] * pauli[k] for k in range(3)), one2)
        for j in range(3)])
    solution = null_space(equations, rcond=1e-10)
    assert solution.shape[1] == 1
    U = solution[:, 0].reshape(2, 2)
    U = U / np.sqrt(np.linalg.det(U) + 0j)
    if np.trace(F.conj().T @ U).real < 0:
        U = -U
    assert np.allclose(U, F, atol=1e-12)
    for sign, prefix in ((1, ""), (-1, "-")):
        labels.append(prefix + name)
        cart.append(M)
        spin.append(sign * U)
order = len(spin)

# --- closure, multiplication table and conjugacy classes
table = np.zeros((order, order), dtype=int)
for a in range(order):
    for b in range(order):
        distance = [np.abs(spin[a] @ spin[b] - X).max() for X in spin]
        table[a, b] = int(np.argmin(distance))
        assert min(distance) < 1e-12
        assert np.allclose(cart[a] @ cart[b], cart[table[a, b]])
assert all(len(set(row)) == order for row in table)
inverse = [int(np.where(table[a] == 0)[0][0]) for a in range(order)]
classes = sorted({tuple(sorted({int(table[table[g, h], inverse[g]])
                                for g in range(order)}))
                  for h in range(order)})
assert len(classes) == 5
assert classes == [(0,), (1,), (2, 3), (4, 5), (6, 7)]
ordinary = {frozenset((g @ h @ g.T).tobytes() for g in
                      [m + 0.0 for m in spatial]) for h in spatial}
ordinary_classes = len({tuple(sorted({
    next(i for i, m in enumerate(spatial) if np.allclose(m, g @ h @ g.T))
    for g in spatial})) for h in spatial})
assert ordinary_classes == 4


def is_representation(rep):
    return all(np.allclose(rep[a] @ rep[b], rep[table[a, b]], atol=1e-9)
               for a in range(order) for b in range(order))


# --- all irreps from numerical reduction of the regular representation
regular = []
for g in range(order):
    P = np.zeros((order, order))
    P[table[g], np.arange(order)] = 1
    regular.append(P)
assert is_representation(regular)
X = rng.normal(size=(order, order)) + 1j * rng.normal(size=(order, order))
X = X + X.conj().T
commuting = sum(P @ X @ P.T for P in regular) / order
values, vectors = np.linalg.eigh(commuting)
starts = [0] + [i for i in range(1, order) if values[i] - values[i - 1] > 1e-8]
characters = set()
for first, last in zip(starts, starts[1:] + [order]):
    V = vectors[:, first:last]
    chi = np.array([np.trace(V.conj().T @ P @ V) for P in regular])
    assert np.allclose(chi, np.rint(chi.real), atol=1e-8)
    assert np.isclose(np.mean(np.abs(chi) ** 2), 1, atol=1e-8)
    characters.add(tuple(int(c) for c in np.rint(chi.real)))
characters = sorted(characters, reverse=True)
assert len(characters) == len(classes)
assert sum(c[0] ** 2 for c in characters) == order
fermion = [c for c in characters if c[1] == -c[0]]
assert len(fermion) == 1 and fermion[0][0] == 2
chi_half = np.array(fermion[0])
assert np.allclose(chi_half, [np.trace(U) for U in spin])


def copies(rep):
    return float(np.mean([c * np.trace(G) for c, G in zip(chi_half, rep)]).real)


def orbit_dimension(rep, v):
    images = np.column_stack([G @ v for G in rep])
    return int(np.linalg.matrix_rank(images, tol=1e-8))


def random_vector(n):
    return rng.normal(size=n) + 1j * rng.normal(size=n)


constant_dim = orbit_dimension(spin, random_vector(2))
assert constant_dim == 2

# --- angular-momentum shells, with parity (-1)^l and l = j - 1/2
def shell(j, l):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    J = [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]
    full_turn = expm(-2j * np.pi * J[2])
    half_turns = [np.eye(len(m))] + [expm(-1j * np.pi * J[k]) for k in (2, 1, 0)]
    rep = []
    for M, D in zip(spatial, half_turns):
        D = np.linalg.det(M) ** l * D
        rep += [D, full_turn @ D]
    return rep


shell_copies = {}
for twice_j in (1, 3, 5, 7):
    rep = shell(twice_j / 2, (twice_j - 1) // 2)
    assert is_representation(rep)
    shell_copies[twice_j] = copies(rep)
    assert np.isclose(shell_copies[twice_j], (twice_j + 1) / 2, atol=1e-9)
integer_copies = copies(shell(1, 1))
assert abs(integer_copies) < 1e-9

# --- Dirac four-spinors: inversion includes beta
c_au = 1 / physical_constants["fine-structure constant"][0]
four = [block_diag(U, np.linalg.det(M) * U) for U, M in zip(spin, cart)]
assert is_representation(four)
alpha = [np.kron(sx, s) for s in pauli]
beta = np.kron(sz, one2)


def dirac(p):
    return c_au * sum(p[k] * alpha[k] for k in range(3)) + c_au**2 * beta


momentum = rng.normal(size=3)
for S, M in zip(four, cart):
    assert np.allclose(S @ dirac(momentum) @ S.conj().T,
                       dirac(M @ momentum), atol=1e-8)
dirac_copies = copies(four)
assert np.isclose(dirac_copies, 2)

# --- model Hamiltonian on s, px, py, pz with spin
e_s, e_x, e_y, e_z = -0.100, 0.000, 0.010, 0.030
t, zeta, g_odd, b = 0.020, 0.020, 0.002, 0.001
epsilon = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[i, j, k], epsilon[i, k, j] = 1, -1
L = [block_diag(np.zeros((1, 1)), -1j * epsilon[k]) for k in range(3)]
LS = sum(np.kron(L[k], pauli[k]) for k in range(3)) / 2
assert np.allclose(np.linalg.eigvalsh(LS[2:, 2:]), [-1, -1, .5, .5, .5, .5])
orbital = np.diag([e_s, e_x, e_y, e_z])
orbital[0, 3] = orbital[3, 0] = t
H = np.kron(orbital, one2) + zeta * LS
model = [np.kron(block_diag(1.0, M), U) for M, U in zip(cart, spin)]
assert is_representation(model)
assert all(np.allclose(G @ H, H @ G, atol=1e-13) for G in model)
model_copies = copies(model)
assert np.isclose(model_copies, 4)

energy, states = np.linalg.eigh(H)
pair_gap = np.max(energy[1::2] - energy[::2])
assert pair_gap < 1e-12 and np.min(np.diff(energy[::2])) > 1e-3
for n in range(4):
    V = states[:, 2 * n:2 * n + 2]
    assert np.allclose([np.trace(V.conj().T @ G @ V) for G in model],
                       chi_half, atol=1e-9)
    assert orbit_dimension(model, V @ random_vector(2)) == 2
block = np.array([[e_s, t, 0, 0],
                  [t, e_z, -zeta / 2, 1j * zeta / 2],
                  [0, -zeta / 2, e_x, 1j * zeta / 2],
                  [0, -1j * zeta / 2, -1j * zeta / 2, e_y]])
block_energy, block_states = np.linalg.eigh(block)
assert np.allclose(block_energy, energy[::2], atol=1e-12)
up_weight = np.sum(np.abs(block_states[:2]) ** 2, axis=0)

# --- an arbitrary spinor splits into two standard copies of E1/2
psi = random_vector(8)
generic_dim = orbit_dimension(model, psi)
assert generic_dim == 4
C, B = model[2], model[4]
part_minus, part_plus = (psi + 1j * C @ psi) / 2, (psi - 1j * C @ psi) / 2
assert np.allclose(part_minus + part_plus, psi)
for basis in (np.column_stack([part_minus, B @ part_minus]),
              np.column_stack([-B @ part_plus, part_plus])):
    assert np.linalg.matrix_rank(basis) == 2
    assert all(np.allclose(G @ basis, basis @ U) for G, U in zip(model, spin))

# --- broken time reversal with C2v kept: pairs survive
xy = np.zeros((4, 4))
xy[1, 2] = xy[2, 1] = 1
odd_term = g_odd * np.kron(xy, sz)
flip = np.kron(np.eye(4), 1j * sy)
assert np.allclose(flip @ odd_term.conj() @ flip.conj().T, -odd_term)
assert all(np.allclose(G @ odd_term, odd_term @ G) for G in model)
odd_energy = np.linalg.eigvalsh(H + odd_term)
odd_gap = np.max(odd_energy[1::2] - odd_energy[::2])
assert odd_gap < 1e-12
odd_shift = np.max(np.abs(odd_energy - energy))
assert odd_shift > 1e-6

# --- spin field along z: C2 kept, mirrors broken, pairs split
field = b * np.kron(np.eye(4), sz)
assert np.allclose(C @ field, field @ C)
assert not np.allclose(B @ field, field @ B)
field_energy = np.linalg.eigvalsh(H + field)
splitting = field_energy[1::2] - field_energy[::2]
first_order = 2 * b * np.abs(2 * up_weight - 1)
assert np.min(splitting) > 1e-4
# the neglected terms are of order b^3 / (level spacing)^2, a few 1e-6 Eh
assert np.allclose(splitting, first_order, rtol=0, atol=1e-5)

# --- printed results
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"Double-group order: {order}")
print(f"Classes: double group {len(classes)}, ordinary C2v {ordinary_classes}")
for members in classes:
    print("  class:", ", ".join(labels[i] for i in members))
print("Characters in class order E, -E, C2, Mxz, Myz:")
irrep_names = {(1, 1): "A1", (1, -1): "A2", (-1, 1): "B1", (-1, -1): "B2",
               (0, 0): "E1/2"}
for chi in characters:
    row = " ".join(f"{chi[cl[0]]:3d}" for cl in classes)
    print(f"  {irrep_names[(chi[2], chi[4])]:5s}{row}")
print(f"Number of fermion irreps: {len(fermion)}, dimension {fermion[0][0]}")
print(f"Span of images, constant 2-spinor: {constant_dim}")
print(f"Span of images, generic model spinor: {generic_dim}")
for twice_j, number in shell_copies.items():
    print(f"Copies of E1/2 in shell j={twice_j}/2: {number:.0f}")
print(f"Copies of E1/2 in integer shell j=1: {abs(integer_copies):.0f}")
print(f"Copies of E1/2 in constant Dirac 4-spinors: {dirac_copies:.0f}")
print(f"Copies of E1/2 in the 8 model spinors: {model_copies:.0f}")
print(f"Model e_s, e_x, e_y, e_z: {e_s:.3f}, {e_x:.3f}, {e_y:.3f}, {e_z:.3f} Eh")
print(f"Model t, zeta: {t:.3f}, {zeta:.3f} Eh")
print(f"Perturbations g, b: {g_odd:.3f}, {b:.3f} Eh")
for n in range(4):
    print(f"Level {n + 1}: {block_energy[n]:.6f} Eh = "
          f"{block_energy[n] * hartree_eV:.4f} eV")
    print(f"  spin-up weight in C2=-i partner: {up_weight[n]:.4f}")
    print(f"  level with g term: {odd_energy[2 * n]:.6f} Eh")
    print(f"  splitting by b: {splitting[n]:.6f} Eh, "
          f"first order {first_order[n]:.6f} Eh")
print(f"Largest level shift by g: {odd_shift:.6f} Eh")
print(f"Pair gaps below 1e-12 Eh without and with g: "
      f"{bool(pair_gap < 1e-12)}, {bool(odd_gap < 1e-12)}")
print("success")
```

Running it gives:

```
Double-group order: 8
Classes: double group 5, ordinary C2v 4
  class: E
  class: -E
  class: C2, -C2
  class: Mxz, -Mxz
  class: Myz, -Myz
Characters in class order E, -E, C2, Mxz, Myz:
  E1/2   2  -2   0   0   0
  A1     1   1   1   1   1
  A2     1   1   1  -1  -1
  B1     1   1  -1   1  -1
  B2     1   1  -1  -1   1
Number of fermion irreps: 1, dimension 2
Span of images, constant 2-spinor: 2
Span of images, generic model spinor: 4
Copies of E1/2 in shell j=1/2: 1
Copies of E1/2 in shell j=3/2: 2
Copies of E1/2 in shell j=5/2: 3
Copies of E1/2 in shell j=7/2: 4
Copies of E1/2 in integer shell j=1: 0
Copies of E1/2 in constant Dirac 4-spinors: 2
Copies of E1/2 in the 8 model spinors: 4
Model e_s, e_x, e_y, e_z: -0.100, 0.000, 0.010, 0.030 Eh
Model t, zeta: 0.020, 0.020 Eh
Perturbations g, b: 0.002, 0.001 Eh
Level 1: -0.103053 Eh = -2.8042 eV
  spin-up weight in C2=-i partner: 0.9995
  level with g term: -0.103053 Eh
  splitting by b: 0.001998 Eh, first order 0.001998 Eh
Level 2: -0.010437 Eh = -0.2840 eV
  spin-up weight in C2=-i partner: 0.0911
  level with g term: -0.010574 Eh
  splitting by b: 0.001635 Eh, first order 0.001635 Eh
Level 3: 0.015779 Eh = 0.4294 eV
  spin-up weight in C2=-i partner: 0.0154
  level with g term: 0.015898 Eh
  splitting by b: 0.001938 Eh, first order 0.001938 Eh
Level 4: 0.037711 Eh = 1.0262 eV
  spin-up weight in C2=-i partner: 0.8940
  level with g term: 0.037729 Eh
  splitting by b: 0.001575 Eh, first order 0.001576 Eh
Largest level shift by g: 0.000137 Eh
Pair gaps below 1e-12 Eh without and with g: True, True
success
```
